Slater's Transition State for a Defect Level from Janak's Relation

**Q.** I want the energy at which a defect in silicon captures an electron. I am told to put half an electron into the defect orbital and read off its eigenvalue. No defect holds half an electron. Why should I believe such a number?

**A.** Let us first fix what it is meant to approximate. Take a donor that can lose two electrons. D⁺ holds one electron and D⁰ holds two. The nuclei stay where they are, and electron energies are measured from the conduction-band edge E_C. If μ = E_F − E_C is the Fermi level on this scale, the energies that decide which charge state is favoured are

Ω₊ = E(D⁺) − μ,  Ω₀ = E(D⁰) − 2μ.

They are equal when

μ = E(D⁰) − E(D⁺).

This difference of two total energies, both with whole electrons, is the charge-transition level for fixed nuclei. The half electron will be a point on a path between them.

**Q.** Then define the path. What is the energy of a fractional electron?

**A.** It is whatever a chosen energy functional gives when an occupation is allowed to be fractional. With normalized orbitals φᵢ, occupations fᵢ and spin densities ρ_σ = Σ fᵢ|φᵢ|² (summed over orbitals of spin σ), take

E = Σ fᵢ⟨φᵢ|h|φᵢ⟩ + E_H[ρ] + E_x[ρ↑,ρ↓].

Here h contains the kinetic energy and the attraction of the defect. With k = e²/(4πε₀ε_r), the Hartree and local spin-density exchange energies are

E_H = (k/2)∬ρ(r)ρ(r′)/|r−r′| d³r d³r′,

E_x = −(3/4)k(6/π)^{1/3} Σ_σ ∫ρ_σ^{4/3} d³r.

Their derivatives with respect to ρ_σ are the potentials

v_H(r) = k∫ρ(r′)/|r−r′| d³r′,  v_xσ = −k(6ρ_σ/π)^{1/3}.

The factor 4/3 from differentiating ρ^{4/3} has cancelled the 3/4. Correlation is left out. Making E stationary at fixed occupations gives

H_σφᵢ = εᵢφᵢ,  H_σ = h + v_H + v_xσ.

The spin-up defect orbital holds one electron. The spin-down orbital φ holds n, which runs from 0 (D⁺) to 1 (D⁰). Its eigenvalue is ε(n). At n = 0 it is the lowest empty spin-down eigenvalue.

**Q.** When n changes, every orbital changes. Surely dE/dn contains all those responses.

**A.** It contains them, but they add to zero. Differentiate E and separate the explicit change of n from the change of the orbitals:

dE/dn = ⟨φ|h|φ⟩ + ∫(v_H + v_x↓)|φ|² d³r + Σ fᵢ[⟨dφᵢ/dn|H_σ|φᵢ⟩ + ⟨φᵢ|H_σ|dφᵢ/dn⟩].

The first two terms are ⟨φ|H↓|φ⟩ = ε. In the sum, replace H_σφᵢ by εᵢφᵢ:

Σ fᵢεᵢ[⟨dφᵢ/dn|φᵢ⟩ + ⟨φᵢ|dφᵢ/dn⟩] = Σ fᵢεᵢ d⟨φᵢ|φᵢ⟩/dn = 0,

because each norm stays equal to one. Hence Janak's relation,

dE/dn = ε(n).

The other occupations are held fixed, and the orbitals must be self-consistent at that n.

**Q.** Does that mean orbital relaxation is unimportant?

**A.** It means relaxation is absent from the first derivative. Suppose the self-consistent state is a minimum. Freeze its orbitals at some n₀ and vary the occupation. The frozen energy satisfies E_frozen(n) ≥ E(n), with equality at n₀. Two smooth curves that touch without crossing have equal slopes there, and the upper one has the larger or equal second derivative:

E″(n₀) ≤ E″_frozen(n₀).

Since E″ = dε/dn, relaxation lowers the rate at which the eigenvalue rises. It therefore enters the energy difference at second order.

**Q.** Now add the whole electron.

**A.** Integrate Janak's relation:

E(1) − E(0) = ∫₀¹ ε(n) dn.

For the chosen functional this is an identity, provided the solution follows one continuous branch. To estimate the integral from one eigenvalue, put x = n − 1/2 and expand, with derivatives taken at n = 1/2:

ε = ε(1/2) + ε′x + ε″x²/2 + ε‴x³/6 + ε⁗x⁴/24 + …

Over −1/2 < x < 1/2 the odd powers integrate to zero, while ∫x² dx = 1/12 and ∫x⁴ dx = 1/80. Therefore

E(1) − E(0) = ε(1/2) + ε″(1/2)/24 + ε⁗(1/2)/1920 + …

Keeping the first term gives the Slater transition-state approximation:

E(D⁰) − E(D⁺) ≈ ε(1/2).

The half occupation is chosen because it removes the linear term, which carries the main part of the electron repulsion when ε is nearly linear. Removing the electron reverses the sign: the ionization energy of D⁰ is approximately −ε(1/2).

**Q.** I could average the eigenvalues of the two real charge states instead. That also removes a linear term.

**A.** It does, but for a smooth curve its quadratic error is larger. At x = ±1/2 the quadratic term equals ε″/8, so

[ε(0) + ε(1)]/2 = ε(1/2) + ε″(1/2)/8 + …

and the integral minus this mean is ε″/24 − ε″/8 = −ε″/12. To leading order that is twice the size of the midpoint error, with the opposite sign.

**Q.** You assume a Taylor series that reaches both ends. What if ε is singular at an end?

**A.** Then use an error formula that does not need the series. On the left half integrate by parts twice:

∫₀^{1/2} ε dn = ε(1/2)/2 − ∫₀^{1/2} nε′ dn
= ε(1/2)/2 − ε′(1/2)/8 + ∫₀^{1/2} (n²/2)ε″ dn.

This needs nε and n²ε′ to vanish as n → 0. On the right half use n − 1 as the integral of 1:

∫_{1/2}^1 ε dn = ε(1/2)/2 + ∫_{1/2}^1 (1−n)ε′ dn
= ε(1/2)/2 + ε′(1/2)/8 + ∫_{1/2}^1 [(1−n)²/2]ε″ dn,

with the corresponding end terms vanishing at n = 1. The slopes cancel in the sum:

E(1) − E(0) − ε(1/2) = ∫₀¹ K(n)ε″(n) dn,

K = n²/2 for n < 1/2,  K = (1−n)²/2 for n > 1/2.

The area under K is 2 × (1/2)(1/3)(1/2)³ = 1/24, which recovers the leading term when ε″ is constant. If |ε″| is bounded by M, the error is at most M/24 in magnitude.

**Q.** Is the singular end a real concern here, or a mathematician's worry?

**A.** It is real for this functional. In D⁺ the spin-down channel is empty. A small occupation n switches on the exchange potential

v_x↓ = −k(6/π)^{1/3} n^{1/3}|φ|^{2/3},

whereas the Hartree potential changes in proportion to n. First-order perturbation theory multiplies v_x↓ by |φ|² and integrates:

ε(n) − ε(0) ≈ C n^{1/3},  C = −k(6/π)^{1/3} ∫|φ|^{8/3} d³r.

The second-order effect of this potential is of order n^{2/3}, so it is smaller as n → 0. The curvature behaves as n^{−5/3} and diverges. The kernel formula survives, because n² × n^{−5/3} = n^{1/3} is integrable and n²ε′ ∝ n^{4/3} vanishes at the origin.

**Q.** Give me a defect with numbers.

**A.** Take a double donor in silicon, in the regime of isolated selenium donors after implantation and annealing. The envelope-function model has

h = −(ħ²/2m*)∇² − 2k/r − V₀exp(−r²/a²).

The inputs are ε_r = 11.7, a = 0.40 nm, and rough conduction-band masses of 0.19 m₀ (two transverse directions) and 0.92 m₀ (longitudinal). Averaging the inverse masses gives

m*/m₀ = 3/(2/0.19 + 1/0.92) = 0.258.

The Gaussian stands for the chemistry of the central cell. Its depth V₀ = 3.24 eV is adjusted so that h binds one electron by 0.60 eV, a rough value for singly ionized selenium. That binding is therefore an input. A separate calculation in Gaussian functions gives −0.5999 eV for the same one-electron level.

The self-consistent eigenvalues of the added electron are, in eV:

n = 0: −0.3969
n = 0.1: −0.4300
n = 0.25: −0.4199
n = 0.5: −0.3908
n = 0.75: −0.3567
n = 1: −0.3209

The total energies give

E(D⁰) − E(D⁺) = −0.97142 − (−0.58518) = −0.38624 eV.

Numerical integration of ε(n) gives the same −0.38624 eV. Central differences of the total energy at n = 0.2, 0.5 and 0.9, with a step of 0.001 to either side, agree with the eigenvalues to within 7 × 10⁻⁸ eV.

The Slater level is −0.3908 eV, or 0.391 eV below E_C. It is too deep by 4.5 meV relative to the total-energy difference of the same functional.

**Q.** The eigenvalue first falls as I add charge. Repulsion should push it up.

**A.** Two terms compete. The cube-root formula gives C = −0.11095 eV, and the self-consistent calculation at n = 10⁻⁹ gives the same value to the digits printed. Exchange therefore lowers the level steeply at first. Add a linear term for the net remaining repulsion and fix its coefficient J from the end point:

ε(n) ≈ ε(0) + C n^{1/3} + J n,

J = −0.3209 + 0.3969 + 0.1110 = 0.187 eV.

At the four intermediate occupations listed above, this law is within 1 meV of the calculated eigenvalues. Setting its derivative to zero gives the minimum,

n = (|C|/3J)^{3/2} = (0.1110/0.561)^{3/2} ≈ 0.09.

The same law gives a close estimate of the Slater error. A linear term contributes none, and the cube root contributes

C(∫₀¹ n^{1/3} dn − 2^{−1/3}) = −0.11095 × (0.7500 − 0.7937) eV ≈ 4.8 meV,

compared with the calculated 4.5 meV. The kernel integral, evaluated from the calculated curve, reproduces the latter: 4.507 meV by either route.

**Q.** And the simpler estimate, ε″(1/2)/24?

**A.** It gives 2.9 meV, about two thirds of the error. The derivative at the midpoint does not see how strongly the curve bends near n = 0.

For contrast, remove the singularity by giving both spins the same occupation (1+x)/2, with x running from 0 to 1. Each of the two equal orbitals gains dx/2, so dE/dx is again their common eigenvalue. The exchange potential now varies as (1+x)^{1/3}, which is smooth on this interval. The Slater error is −0.241 meV, and the first two correction terms give

−0.2527 + 0.0110 = −0.242 meV.

This path begins at an artificial D⁺ with half an electron in each spin. It shows that the series works on a smooth path, but it does not replace the spin-polarized starting state.

**Q.** How do the other shortcuts compare?

**A.** The mean of the end eigenvalues is −0.359 eV, which is 27 meV too shallow. Here too the cube root gives a close estimate of the difference: the integral minus the mean is C(3/4 − 1/2) = −28 meV from that term.

The empty-orbital eigenvalue ε(0) = −0.397 eV is too deep by 11 meV. In the law above its error is a cancellation, since the integral lies above ε(0) by

3C/4 + J/2 = −0.083 + 0.093 = 0.010 eV.

With another functional, these two terms need not balance so closely.

Freezing both orbitals as they are in D⁺ and filling the second one gives a D⁰ energy 3.1 meV above the relaxed one. This is the orbital relaxation energy in the model.

**Q.** When would the construction fail outright?

**A.** It can fail when the state changes character along the path. Suppose two solutions cross in energy at n_c < 1/2, and the lower one is followed. Let the eigenvalue be ε_a before the crossing and ε_b after it, both constant. Then

E(1) − E(0) = n_cε_a + (1−n_c)ε_b,

while the midpoint gives ε_b. The error is n_c(ε_a − ε_b), of first order in the jump.

If the calculation instead stays on one solution until it disappears, the energy itself may jump by ΔE. That jump must be added to the integral. A change of spin state or of orbital symmetry between n = 0 and n = 1 is thus a reason to calculate several occupations.

**Q.** Suppose I had the exact functional. Would the eigenvalue still vary with n?

**A.** No. At zero temperature, a system with a fractional average electron number is a mixture of the two neighbouring whole-number states, if E is a convex function of whole electron number:

E(n) = (1−n)E(D⁺) + nE(D⁰).

Its slope is E(D⁰) − E(D⁺) throughout 0 < n < 1. If Janak's relation is applied inside that interval, ε is constant and the Slater error is zero. The variation of ε(n) in our example is therefore a defect of the approximate functional. The midpoint rule integrates that variation well, but it cannot repair the functional.

**Q.** Then 4.5 meV is not the error of the level.

**A.** It is the error relative to the functional's own energy difference. To judge the functional, keep the same h and the same screened repulsion, and solve the two-electron problem by configuration interaction with s, p, d and f waves. This is a truncated calculation within the model. For two electrons in a harmonic trap of frequency 1/2 hartree, where the energy is 2 hartree in closed form, it gives 2.0003 hartree.

For the donor it places the level at −0.401 eV, so the functional's energy difference is 15 meV too shallow. One kind of error is already visible in D⁺: a single electron should have energy −0.600 eV, but the functional gives −0.585 eV, because its exchange does not fully cancel the electron's Hartree repulsion with itself. By itself this would make the level too deep. In D⁰, however, both electrons carry such an error and correlation is missing as well, so the total energy is too high by about 30 meV. Subtracting the 15 meV error of D⁺ leaves the level 15 meV too shallow.

The Slater value lies 10 meV from the configuration-interaction level, closer than the functional's full energy difference. That is a cancellation of two errors with opposite signs.

**Q.** Can I put 0.39 eV into a device simulation for selenium?

**A.** Not as a prediction. The neutral selenium donor has a binding energy of very roughly 0.3 eV, so the model is too deep by something like 0.1 eV. Rough sizes of some neglected effects:

- Mass anisotropy, with the central cell held fixed, shifts the one-electron level by −146 meV. Recalibrating V₀ would absorb that shift, so this number does not measure the error of the second-electron level. The change left in that level was not calculated and may be far smaller.
- Screening is incomplete at short distance. Adding a repulsion proportional to exp(−r/λ)/r, with an assumed λ = 0.10 nm and full vacuum strength at contact, raises the level by 87 meV to first order, evaluated with the uncorrelated orbitals of the functional.
- An elastic continuum lowers its energy by Ξ²ρ²/(2c) per volume when a density ρ couples to dilation with strength Ξ. With rough values Ξ = 4 eV and c = 166 GPa, the difference between D⁰ and D⁺ is −14 meV. Local bond rearrangement is not included.

Taken at first order, the short-range correction alone would move the Slater level from 0.39 to about 0.30 eV below E_C, and the configuration-interaction level from 0.40 to about 0.31 eV. First order overstates the shift, however, because the two electrons can rearrange to avoid the added repulsion. With an anisotropy effect of unknown remaining size as well, the apparent agreement proves little. The envelope picture is itself strained: the added electron has a mean radius of 0.61 nm and a mean kinetic energy of 0.9 eV, far from the bottom of a parabolic band. Coupling between the conduction-band valleys is hidden in the fitted V₀. The model also describes isolated donors, so it does not cover doses at which neighbouring donor orbitals overlap.

**Q.** Does the donor at least become half neutral when the Fermi level crosses the calculated level?

**A.** At zero temperature that is the crossing point. At finite temperature the spin states must be counted. D⁺ has two and the singlet D⁰ has one, so

N(D⁰)/N(D⁺) = (1/2)exp{[μ − (E(D⁰) − E(D⁺))]/k_BT}.

Equal populations require μ to lie k_BT ln 2 above the transition level, which is 18 meV at 300 K. This shift is four times the Slater error in the example.

**Q.** And in a periodic supercell calculation of a real defect, what do I do differently?

**A.** The integration argument is unchanged, but the charged cell adds errors that half occupation does not remove. The eigenvalue must be aligned to the band edge of the undisturbed crystal, and it needs a correction for the interaction of the charge with its periodic images. If ΔE_img is the image correction to the total energy for the charge actually present at each n, the correction to the eigenvalue is its derivative, dΔE_img/dn. The fixed-geometry result must then be supplemented by the relaxation energies of the two charge states. The isolated donor treated here needs no image correction. Its numerical output follows this exchange.

Computed results

```
Input transverse mass: 0.19 m0
Input longitudinal mass: 0.92 m0
Isotropic mass: 0.2583 m0
Input relative permittivity: 11.7 (none)
Input central-cell radius: 0.40 nm
Input one-electron binding: 0.60 eV
Calibrated central-cell depth: 3.2412 eV
One-electron level, Gaussian basis: -0.5999 eV
eps(0): -0.39692 eV
eps(0.1): -0.42995 eV
eps(0.25): -0.41991 eV
eps(0.75): -0.35673 eV
eps(1/2), Slater level from E_C: -0.39075 eV
eps(1): -0.32093 eV
E(D+): -0.58518 eV
E(D0): -0.97142 eV
E(D0)-E(D+): -0.38624 eV
Integral of eps(n): -0.38624 eV
Mean of eps(0) and eps(1): -0.35892 eV
Largest deviation from Janak's relation: 6.1e-08 eV
Slater error, E difference minus eps(1/2): 4.507 meV
Slater error from kernel integral: 4.507 meV
Leading estimate eps''(1/2)/24: 2.865 meV
Cube-root coefficient, numerical: -0.11095 eV
Cube-root coefficient, formula: -0.11095 eV
Smooth path: Slater error: -0.2411 meV
Smooth path: second-derivative term: -0.2527 meV
Smooth path: fourth-derivative term: 0.0110 meV
Orbital relaxation energy, D+ orbitals to D0: 3.09 meV
Mean radius of added electron in D0: 0.610 nm
Mean kinetic energy of added electron: 0.909 eV
Trap test: closed-form energy: 2.00000 hartree
Trap test: Hartree-Fock energy: 2.03844 hartree
Trap test: CI energy: 2.00031 hartree
Self-interaction error of E(D+): 14.82 meV
Level with Hartree-Fock D0: -0.39885 eV
Level with CI D0: -0.40096 eV
Functional error of level, model minus CI: 14.72 meV
Mass anisotropy, one-electron shift: -146.1 meV
Input short-range screening length: 0.10 nm
Short-range screening shift of level: 87.5 meV
Input deformation potential: 4.0 eV
Input elastic constant: 166 GPa
Elastic relaxation shift of level: -13.61 meV
Spin-degeneracy shift kT ln 2 at 300 K: 17.9 meV
```
